# Random-alloy energy from a cluster expansion and its Redlich-Kister coefficients: a program that tests the result

```python
"""Random-alloy energy of a binary cluster expansion and its Redlich-Kister form.

Alloy A_x B_(1-x), spin +1 on A and -1 on B, u = 2x - 1.
Result under test:
  E_random(x) = sum_n D_n u^n,  D_n = sum over n-site cluster types of m*J
  E_mix(x)    = x(1-x) sum_k L_k u^k,  L_k = -4 (D_(k+2) + D_(k+4) + ...)
m = clusters per site, J = interaction per cluster (meV), energies per atom.
The left sides come from all configurations of a periodic 16-site fcc cell.
"""
from itertools import combinations, product
from math import comb

import numpy as np
import sympy as sp
from scipy.constants import N_A, e, k as k_B

# ---- fcc clusters, found from interatomic distances (cube edge = 1) ----
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
ORIGIN = (0, 0, 0)


def dist2(p, q):
    r = (np.array(p) - np.array(q)) @ primitive
    return float(r @ r)


points = [p for p in product(range(-2, 3), repeat=3) if p != ORIGIN]


def clusters_with_origin(size, d2):
    """All clusters containing the origin whose pair distances squared are d2."""
    shell = [p for p in points if abs(dist2(p, ORIGIN) - d2) < 1e-9]
    return [(ORIGIN,) + c for c in combinations(shell, size - 1)
            if all(abs(dist2(p, q) - d2) < 1e-9 for p, q in combinations(c, 2))]


# name: (number of sites, squared edge length, J in meV)
J_empty, J_point = -100.0, 20.0
types = {"pair 1": (2, 0.5, 8.0), "pair 2": (2, 1.0, -3.0),
         "triangle": (3, 0.5, 1.5), "tetrahedron": (4, 0.5, -2.0)}

# ---- every configuration of the periodic cell ----
shape = (2, 2, 4)
sites = list(product(*(range(s) for s in shape)))
number = {s: i for i, s in enumerate(sites)}
N = len(sites)
codes = np.arange(2**N)
spins = np.array([1 - 2 * ((codes >> i) & 1) for i in range(N)], dtype=np.int8)
n_A = (spins == 1).sum(axis=0)

energy = J_empty + J_point * spins.mean(axis=0)
D = [J_empty, J_point, 0.0, 0.0, 0.0]
correlation, multiplicity = {}, {}
for name, (size, d2, J) in types.items():
    around = clusters_with_origin(size, d2)
    # keep a cluster only where the origin is its lowest site: once per site
    once = [c for c in around if min(c) == ORIGIN]
    assert len(once) * size == len(around)
    total = np.zeros(2**N, dtype=np.int32)
    for s in sites:
        for c in once:
            members = [number[tuple((a + b) % w for a, b, w in zip(s, p, shape))]
                       for p in c]
            assert len(set(members)) == size
            total += np.prod(spins[members], axis=0, dtype=np.int8)
    multiplicity[name] = len(once)
    correlation[name] = total / (N * len(once))
    energy += len(once) * J * correlation[name]
    D[size] += len(once) * J


def random_mean(values, x):
    """Average with independent sites, each A with probability x."""
    return float(np.sum(x**n_A * (1 - x)**(N - n_A) * values))


# ---- test: cluster averages and energy of the random alloy ----
for x in (0.1, 0.37, 0.5, 0.75, 0.9):
    u = 2 * x - 1
    for name, (size, _, _) in types.items():
        assert abs(random_mean(correlation[name], x) - u**size) < 1e-10
    assert abs(random_mean(energy, x) - sum(d * u**n for n, d in enumerate(D))) < 1e-8

# ---- test: Redlich-Kister coefficients fitted to enumerated energies ----
L = [-4 * sum(D[n] for n in range(k + 2, len(D), 2)) for k in range(len(D) - 2)]
E_A, E_B = float(energy[n_A == N][0]), float(energy[n_A == 0][0])


def mixing(x):
    return random_mean(energy, x) - x * E_A - (1 - x) * E_B


grid = np.linspace(0.1, 0.9, 9)
reduced = [mixing(x) / (x * (1 - x)) for x in grid]
fit = np.polynomial.polynomial.polyfit(2 * grid - 1, reduced, 4)
assert np.allclose(fit, L + [0.0, 0.0], atol=1e-6)

# ---- test: both conversions, symbolically, up to eight-site clusters ----
U = sp.symbols("u")
top = 8
d = sp.symbols("d0:%d" % (top + 1))
E_sym = sum(d[n] * U**n for n in range(top + 1))
mix_sym = sp.expand(E_sym - (1 + U) / 2 * E_sym.subs(U, 1)
                    - (1 - U) / 2 * E_sym.subs(U, -1))
quotient, rest = sp.div(sp.Poly(mix_sym, U), sp.Poly((1 - U**2) / 4, U))
assert rest.is_zero
for k in range(top - 1):
    tail = -4 * sum(d[n] for n in range(k + 2, top + 1, 2))
    assert sp.simplify(quotient.coeff_monomial(U**k) - tail) == 0

ell = list(sp.symbols("l0:%d" % (top - 1)))
a, b = sp.symbols("a b")  # energies of pure A and pure B
back = sp.Poly(sp.expand((1 + U) / 2 * a + (1 - U) / 2 * b + (1 - U**2) / 4
                         * sum(c * U**k for k, c in enumerate(ell))), U)
padded = ell + [0, 0]
expected = [(a + b) / 2 + ell[0] / 4, (a - b) / 2 + ell[1] / 4]
expected += [(padded[n] - padded[n - 2]) / 4 for n in range(2, top + 1)]
for n in range(top + 1):
    assert sp.simplify(back.coeff_monomial(U**n) - expected[n]) == 0


# ---- test: fixed composition in a finite cell ----
def fixed_mean(size, total_sites, up):
    """Mean product of `size` distinct spins when exactly `up` spins are +1."""
    return sum((-1)**j * comb(up, size - j) * comb(total_sites - up, j)
               for j in range(size + 1)) / comb(total_sites, size)


x_fix = 0.75
u_fix = 2 * x_fix - 1
chosen = n_A == round(x_fix * N)
for name, (size, _, _) in types.items():
    assert abs(correlation[name][chosen].mean()
               - fixed_mean(size, N, round(x_fix * N))) < 1e-10
pair_fixed = float(correlation["pair 1"][chosen].mean())
assert abs(pair_fixed - (N * u_fix**2 - 1) / (N - 1)) < 1e-10
large = {M: fixed_mean(4, M, 3 * M // 4) for M in (16, 1600, 16000)}
ratio = (large[1600] - u_fix**4) / (large[16000] - u_fix**4)
assert abs(ratio - 10) < 0.2  # error of order 1/N; next order is below 2 percent

# ---- test: thermal order lowers the energy at fixed composition ----
E_fix = energy[chosen]


def thermal(beta):
    """Mean energy per site and variance of the cell energy; beta in 1/meV."""
    w = np.exp(-beta * N * (E_fix - E_fix.min()))
    w /= w.sum()
    mean = float(w @ E_fix)
    return mean, float(w @ (N * (E_fix - mean))**2)


def beta_of(T):
    return 1 / (k_B * T / e * 1000)


temperatures = (4000, 2000, 1000)
E_T = [thermal(beta_of(T))[0] for T in temperatures]
E_uniform = float(E_fix.mean())
assert E_uniform > E_T[0] > E_T[1] > E_T[2]
beta0 = beta_of(2000)
h = 1e-4 * beta0
slope = (thermal(beta0 + h)[0] - thermal(beta0 - h)[0]) / (2 * h)
assert abs(slope / (-thermal(beta0)[1] / N) - 1) < 1e-5

# ---- worked example ----
print(f"J empty = {J_empty:.1f} meV, J point = {J_point:.1f} meV")
for name, (size, _, J) in types.items():
    print(f"{name}: {size} sites, {multiplicity[name]} per atom, J = {J:.1f} meV")
for n, value in enumerate(D):
    print(f"D_{n} = {value:.1f} meV/atom")
print(f"pure A energy = {E_A:.1f} meV/atom")
print(f"pure B energy = {E_B:.1f} meV/atom")
to_kJ = 1e-3 * e * N_A / 1000
for k, value in enumerate(L):
    print(f"L_{k} = {value:.1f} meV/atom = {value * to_kJ:.3f} kJ/mol; "
          f"fit to enumeration {fit[k]:.4f} meV/atom")
for x in (0.25, 0.5, 0.75):
    print(f"x = {x:.2f}: enumerated random energy {random_mean(energy, x):.3f}, "
          f"mixing energy {mixing(x):.3f} meV/atom")
print(f"configurations = {2**N}, sites in cell = {N}")
print(f"x = {x_fix}: pair mean, independent sites = {u_fix**2:.4f}")
print(f"x = {x_fix}: pair mean, fixed composition, 16 sites = {pair_fixed:.4f}")
print(f"x = {x_fix}: four-site mean, independent sites = {u_fix**4:.5f}")
for M, value in large.items():
    print(f"x = {x_fix}: four-site mean, fixed composition, {M} sites = {value:.5f}")
print(f"x = {x_fix}, 16 sites, fixed composition, all configurations "
      f"equally likely: {E_uniform:.3f} meV/atom")
for T, value in zip(temperatures, E_T):
    print(f"same cell, thermal mean at {T} K: {value:.3f} meV/atom")
print("OK")
```

It prints:

```
J empty = -100.0 meV, J point = 20.0 meV
pair 1: 2 sites, 6 per atom, J = 8.0 meV
pair 2: 2 sites, 3 per atom, J = -3.0 meV
triangle: 3 sites, 8 per atom, J = 1.5 meV
tetrahedron: 4 sites, 2 per atom, J = -2.0 meV
D_0 = -100.0 meV/atom
D_1 = 20.0 meV/atom
D_2 = 39.0 meV/atom
D_3 = 12.0 meV/atom
D_4 = -4.0 meV/atom
pure A energy = -33.0 meV/atom
pure B energy = -97.0 meV/atom
L_0 = -140.0 meV/atom = -13.508 kJ/mol; fit to enumeration -140.0000 meV/atom
L_1 = -48.0 meV/atom = -4.631 kJ/mol; fit to enumeration -48.0000 meV/atom
L_2 = 16.0 meV/atom = 1.544 kJ/mol; fit to enumeration 16.0000 meV/atom
x = 0.25: enumerated random energy -102.000, mixing energy -21.000 meV/atom
x = 0.50: enumerated random energy -100.000, mixing energy -35.000 meV/atom
x = 0.75: enumerated random energy -79.000, mixing energy -30.000 meV/atom
configurations = 65536, sites in cell = 16
x = 0.75: pair mean, independent sites = 0.2500
x = 0.75: pair mean, fixed composition, 16 sites = 0.2000
x = 0.75: four-site mean, independent sites = 0.06250
x = 0.75: four-site mean, fixed composition, 16 sites = -0.01978
x = 0.75: four-site mean, fixed composition, 1600 sites = 0.06180
x = 0.75: four-site mean, fixed composition, 16000 sites = 0.06243
x = 0.75, 16 sites, fixed composition, all configurations equally likely: -81.607 meV/atom
same cell, thermal mean at 4000 K: -82.732 meV/atom
same cell, thermal mean at 2000 K: -83.851 meV/atom
same cell, thermal mean at 1000 K: -86.291 meV/atom
OK
```
